# Sampling an Aerial Image: the Band Limit of Optical Intensity: a numerical check

```python
"""
Result under test: an aerial image formed through a pupil of radius NA/lambda
has no spatial frequency above 2 NA/lambda, so intensity samples closer than
lambda/(4 NA) determine it exactly. At equality this needs a spectrum without
a discrete line at the band edge.
Symbols: WAVELENGTH (nm, vacuum), NA numerical aperture, CUTOFF = NA/lambda,
PERIOD of the mask in wafer-side nm, TOP_LINE highest harmonic allowed in the
intensity. Intensities are relative to a fully clear mask.
"""
import numpy as np
from scipy.optimize import brentq

WAVELENGTH, NA = 193.0, 1.35
CUTOFF = NA / WAVELENGTH
LIMIT = WAVELENGTH / (4 * NA)
PERIOD = 1000.0
OPENINGS = [(100.0, 190.0), (330.0, 400.0), (620.0, 800.0)]
SIGMA_IN, SIGMA_OUT = 0.6, 0.9
RESIST_INDEX = 1.7
THRESHOLD = 0.30
TOP_LINE = int(np.floor(2 * CUTOFF * PERIOD))
rng = np.random.default_rng(7)


def annular_source(step):
    """Midpoint grid of source points, as spatial frequencies in 1/nm."""
    g = np.arange(-1 + step / 2, 1, step)
    sx, sy = np.meshgrid(g, g)
    r = np.hypot(sx, sy)
    keep = (r >= SIGMA_IN) & (r <= SIGMA_OUT)
    return sx[keep] * CUTOFF, sy[keep] * CUTOFF


def mask_orders(n, openings, period):
    """Fourier coefficients of a binary mask with the given clear intervals."""
    total = np.zeros(len(n), complex)
    for a, b in openings:
        total += ((b - a) / period * np.sinc(n * (b - a) / period)
                  * np.exp(-1j * np.pi * n * (a + b) / period))
    return total


def image(x, openings=OPENINGS, defocus=0.0, vector=False, step=0.05):
    """Sum of |field|^2 over source points, straight from the definition."""
    x = np.atleast_1d(np.asarray(x, float))
    n = np.arange(-14, 15)
    sx, sy = annular_source(step)
    fx = n[None, :] / PERIOD + sx[:, None]
    fy = np.broadcast_to(sy[:, None], fx.shape)
    rho = np.hypot(fx, fy)
    passed = rho <= CUTOFF
    fz = np.sqrt(np.maximum((RESIST_INDEX / WAVELENGTH)**2 - rho**2, 0))
    amp = (mask_orders(n, openings, PERIOD)[None, :] * passed
           * np.exp(2j * np.pi * defocus * fz))
    waves = np.exp(2j * np.pi * np.outer(n, x) / PERIOD)
    if not vector:
        return np.mean(np.abs(amp @ waves)**2, axis=0)
    c, s = fx / rho, fy / rho
    cos_t = fz * WAVELENGTH / RESIST_INDEX
    sin_t = np.sqrt(np.maximum(1 - cos_t**2, 0))
    components = [s**2 + cos_t * c**2, (cos_t - 1) * s * c, -sin_t * c,
                  (cos_t - 1) * s * c, c**2 + cos_t * s**2, -sin_t * s]
    return 0.5 * sum(np.mean(np.abs((amp * w) @ waves)**2, axis=0)
                     for w in components)


def harmonics(function, count=128):
    values = function(np.arange(count) * PERIOD / count)
    return np.rint(np.fft.fftfreq(count) * count), np.fft.fft(values) / count


def out_of_band(function):
    m, c = harmonics(function)
    return np.max(np.abs(c[np.abs(m) > TOP_LINE]))


def kernel(u, count, top, period):
    """Periodic interpolation kernel in closed form."""
    t = np.pi * np.asarray(u, float) / period
    den = np.sin(t)
    small = np.abs(den) < 1e-12
    ratio = np.sin((2 * top + 1) * t) / np.where(small, 1.0, den)
    return np.where(small, 2 * top + 1, ratio) / count


def rebuild(x, samples):
    count = len(samples)
    top = min(TOP_LINE, (count - 1) // 2)
    grid = np.arange(count) * PERIOD / count
    x = np.atleast_1d(x)
    return kernel(x[:, None] - grid[None, :], count, top, PERIOD) @ samples


def space_width(function):
    """Width of the widest printed space at the intensity threshold."""
    def g(x):
        return float(np.atleast_1d(function(np.array([x])))[0]) - THRESHOLD
    return brentq(g, 710, 860, xtol=1e-10) - brentq(g, 560, 710, xtol=1e-10)


print(f"wavelength {WAVELENGTH:.1f} nm, NA {NA:.2f}")
print(f"annular source, inner {SIGMA_IN}, outer {SIGMA_OUT} of pupil radius")
print(f"mask period {PERIOD:.0f} nm, clear intervals (nm): {OPENINGS}")
print(f"pupil cutoff NA/lambda = {CUTOFF*1000:.4f} per um")
print(f"intensity cutoff 2NA/lambda = {2*CUTOFF*1000:.4f} per um")
print(f"sampling limit lambda/(4NA) = {LIMIT:.4f} nm")
print(f"source points used: {len(annular_source(0.05)[0])}")

# Band limit of the periodic image, from a fine transform of the intensity
m, c = harmonics(image)
top_size = abs(c[m == TOP_LINE][0])
leak = out_of_band(image)
assert leak < 1e-13 and top_size > 1e-6
print(f"highest allowed harmonic: {TOP_LINE}, its size {top_size:.3e}")
print(f"largest harmonic beyond the band: {leak:.1e}")

# Reconstruction between the samples against the direct image
x_test = rng.uniform(0, PERIOD, 1500)
direct = image(x_test)
errors = {}
for count in (28, 27, 24, 20, 14):
    samples = image(np.arange(count) * PERIOD / count)
    errors[count] = np.max(np.abs(rebuild(x_test, samples) - direct))
    print(f"{count} samples, spacing {PERIOD/count:.3f} nm: "
          f"max error {errors[count]:.2e} of clear field")
assert PERIOD / 28 < LIMIT
assert errors[28] < 1e-12 and errors[27] < 1e-12
assert errors[20] > 1e-4 and errors[14] > 1e-3

grid28 = np.arange(28) * PERIOD / 28
samples28 = image(grid28)


def linear(x):
    return np.interp(x, grid28, samples28, period=PERIOD)


cd = space_width(image)
cd_rebuilt = space_width(lambda x: rebuild(x, samples28))
cd_linear = space_width(linear)
assert abs(cd - cd_rebuilt) < 1e-7
print(f"image at x = 710 nm: direct {image(710.0)[0]:.6f}, "
      f"rebuilt {rebuild(710.0, samples28)[0]:.6f}")
print(f"threshold {THRESHOLD:.2f} of clear field; space width: "
      f"direct {cd:.4f} nm, rebuilt {cd_rebuilt:.4f} nm")
print(f"space width by linear interpolation {cd_linear:.4f} nm, "
      f"error {cd_linear-cd:+.3f} nm")
print(f"linear interpolation: max intensity error "
      f"{np.max(np.abs(linear(x_test)-direct)):.4f}")

# Noise gain: explicit sum of squared weights at many positions
weights = kernel(x_test[:, None] - grid28[None, :], 28, TOP_LINE, PERIOD)
gain2 = np.sum(weights**2, axis=1)
assert np.max(np.abs(gain2 - (2 * TOP_LINE + 1) / 28)) < 1e-11
print(f"rms noise gain with 28 samples: {np.sqrt(gain2.mean()):.4f}")

# Isolated opening: field by real-space quadrature, then the infinite series
ISO_WIDTH = 60.0
nodes, node_w = np.polynomial.legendre.leggauss(24)
nodes, node_w = nodes * ISO_WIDTH / 2, node_w * ISO_WIDTH / 2
angles = 2 * np.pi * (np.arange(12) + 0.5) / 12


def isolated(x):
    total = np.zeros(len(x))
    for angle in angles:
        sx = 0.75 * CUTOFF * np.cos(angle)
        sy = 0.75 * CUTOFF * np.sin(angle)
        half = np.sqrt(CUTOFF**2 - sy**2)
        spread = 2 * half * np.sinc(2 * half * (x[:, None] - nodes))
        field = spread @ (node_w * np.exp(2j * np.pi * sx * nodes))
        total += np.abs(field)**2 / len(angles)
    return total


def series_error(spacing, reach):
    j = np.arange(-reach, reach + 1)
    x = np.linspace(-150, 150, 121)
    rebuilt = np.sinc(x[:, None] / spacing - j) @ isolated(j * spacing)
    return np.max(np.abs(rebuilt - isolated(x)))


iso_exact = series_error(LIMIT, 3000)
iso_short = series_error(LIMIT, 10)
iso_coarse = series_error(1.5 * LIMIT, 3000)
assert iso_exact < 1e-7 and iso_coarse > 1e-3
print(f"isolated {ISO_WIDTH:.0f} nm opening, peak "
      f"{isolated(np.array([0.0]))[0]:.4f}, checked within 150 nm:")
print(f"  spacing equal to limit, 6001 samples: error {iso_exact:.1e}")
print(f"  spacing equal to limit, 21 samples: error {iso_short:.1e}")
print(f"  spacing 1.5 times limit, 6001 samples: error {iso_coarse:.1e}")

# Two-beam images that share all samples at or above the limiting spacing
for factor in (1.0, 1.05):
    spacing = factor * LIMIT
    beam = 1 / (4 * spacing)
    assert beam <= CUTOFF * (1 + 1e-14)

    def fringes(x, phase):
        return np.abs(np.exp(2j * np.pi * beam * x)
                      + np.exp(-2j * np.pi * beam * x + 1j * phase))**2 / 2

    def gap(x):
        return np.max(np.abs(fringes(x, np.pi/2) - fringes(x, -np.pi/2)))
    same = gap(np.arange(-50, 51) * spacing)
    differ = gap(np.linspace(0, 200, 4001))
    finer = gap(np.arange(-50, 51) * 0.9 * spacing)
    assert same < 1e-11 and differ > 1.9 and finer > 0.5
    print(f"two-beam pair, spacing {factor:.2f} x limit: sample gap "
          f"{same:.0e}, true gap {differ:.3f} (mean intensity 1)")

# Two-dimensional contact pattern on a square grid
P2, TOP2, N2 = 500.0, int(np.floor(2 * CUTOFF * 500.0)), 14
RECTANGLES = [((60, 150), (80, 170)), ((290, 380), (240, 360))]
n1 = np.arange(-7, 8)
orders2 = sum(np.outer(mask_orders(n1, [rx], P2), mask_orders(n1, [ry], P2))
              for rx, ry in RECTANGLES).ravel()
nx, ny = [a.ravel() for a in np.meshgrid(n1, n1, indexing="ij")]
s2x, s2y = annular_source(0.2)


def image2(x, y):
    inside = np.hypot(nx / P2 + s2x[:, None], ny / P2 + s2y[:, None]) <= CUTOFF
    waves = np.exp(2j * np.pi * (np.outer(nx, x) + np.outer(ny, y)) / P2)
    return np.mean(np.abs((orders2 * inside) @ waves)**2, axis=0)


def square_samples(count):
    g = np.arange(count) * P2 / count
    gx, gy = np.meshgrid(g, g, indexing="ij")
    return g, image2(gx.ravel(), gy.ravel()).reshape(count, count)


g2, samples2 = square_samples(N2)
xt, yt = rng.uniform(0, P2, (2, 200))
kx = kernel(xt[:, None] - g2, N2, TOP2, P2)
ky = kernel(yt[:, None] - g2, N2, TOP2, P2)
error2 = np.max(np.abs(np.einsum("ki,ij,kj->k", kx, samples2, ky)
                       - image2(xt, yt)))
fine2 = np.fft.fft2(square_samples(32)[1]) / 32**2
q = np.fft.fftfreq(32) * 32 / P2
outside = np.hypot(q[:, None], q[None, :]) > 2 * CUTOFF
leak2 = np.max(np.abs(fine2[outside]))
assert error2 < 1e-12 and leak2 < 1e-13
print(f"2D contacts, period {P2:.0f} nm, {N2} x {N2} samples, spacing "
      f"{P2/N2:.3f} nm: error {error2:.1e}")
print(f"2D: largest component outside the disc {leak2:.1e}")

# Effects left out of the scalar, in-focus image
print("effects left out (rough process values), change of space width:")
DEFOCUS, DIFFUSION, EDGE_BIAS = 40.0, 8.0, 2.0


def vector_image(x):
    return image(x, vector=True)


def defocused_image(x):
    return image(x, defocus=DEFOCUS)


def diffused_image(x):
    damp = np.exp(-2 * (np.pi * DIFFUSION * m / PERIOD)**2)
    return np.real(np.exp(2j*np.pi*np.outer(x, m)/PERIOD) @ (c * damp))


def biased_image(x):
    return image(x, [(a + EDGE_BIAS, b - EDGE_BIAS) for a, b in OPENINGS])


cases = [(f"unpolarized vector image, resist index {RESIST_INDEX}",
          vector_image),
         (f"defocus {DEFOCUS:.0f} nm in resist", defocused_image),
         (f"acid diffusion length {DIFFUSION:.0f} nm", diffused_image),
         (f"mask edges moved in by {EDGE_BIAS:.0f} nm each", biased_image)]
for label, function in cases:
    change = np.max(np.abs(function(x_test) - direct))
    beyond = out_of_band(function)
    assert beyond < 1e-13 and change > 1e-5
    print(f"  {label}: {space_width(function)-cd:+.3f} nm, "
          f"max intensity change {change:.4f}, beyond band {beyond:.0e}")

cd_fine = space_width(lambda x: image(x, step=0.025))
print(f"  source grid twice as fine: {cd_fine-cd:+.4f} nm")
REFLECTIVITY = 0.005
swing = 2 * np.sqrt(REFLECTIVITY) + REFLECTIVITY
print(f"standing wave, {100*REFLECTIVITY:.1f} % reflectivity: peak intensity "
      f"change {100*swing:.1f} % (normal incidence)")
BANDWIDTH = 0.3e-3
print(f"laser bandwidth {BANDWIDTH*1000:.1f} pm: spread of sampling limit "
      f"{BANDWIDTH/(4*NA):.1e} nm")

# Nonlinear exposure: rebuild the intensity first, then apply the response


def acid(intensity):
    return 1 - np.exp(-intensity)


right_order = np.max(np.abs(acid(rebuild(x_test, samples28)) - acid(direct)))
wrong_order = np.max(np.abs(rebuild(x_test, acid(samples28)) - acid(direct)))
acid_leak = out_of_band(lambda x: acid(image(x)))
assert right_order < 1e-12 and wrong_order > 1e-5 and acid_leak > 1e-6
print(f"acid 1-exp(-I): largest harmonic beyond band {acid_leak:.1e}")
print(f"  rebuild I, then acid: error {right_order:.1e}")
print(f"  rebuild acid from its own samples: error {wrong_order:.1e}")

print("finished without a failed check")
```

It prints:

```
wavelength 193.0 nm, NA 1.35
annular source, inner 0.6, outer 0.9 of pupil radius
mask period 1000 nm, clear intervals (nm): [(100.0, 190.0), (330.0, 400.0), (620.0, 800.0)]
pupil cutoff NA/lambda = 6.9948 per um
intensity cutoff 2NA/lambda = 13.9896 per um
sampling limit lambda/(4NA) = 35.7407 nm
source points used: 572
highest allowed harmonic: 13, its size 3.936e-04
largest harmonic beyond the band: 1.8e-16
28 samples, spacing 35.714 nm: max error 5.44e-15 of clear field
27 samples, spacing 37.037 nm: max error 7.66e-15 of clear field
24 samples, spacing 41.667 nm: max error 2.99e-03 of clear field
20 samples, spacing 50.000 nm: max error 2.74e-02 of clear field
14 samples, spacing 71.429 nm: max error 1.25e-01 of clear field
image at x = 710 nm: direct 0.780163, rebuilt 0.780163
threshold 0.30 of clear field; space width: direct 187.8461 nm, rebuilt 187.8461 nm
space width by linear interpolation 190.3453 nm, error +2.499 nm
linear interpolation: max intensity error 0.0489
rms noise gain with 28 samples: 0.9820
isolated 60 nm opening, peak 0.3661, checked within 150 nm:
  spacing equal to limit, 6001 samples: error 1.2e-15
  spacing equal to limit, 21 samples: error 2.7e-05
  spacing 1.5 times limit, 6001 samples: error 1.8e-02
two-beam pair, spacing 1.00 x limit: sample gap 6e-14, true gap 2.000 (mean intensity 1)
two-beam pair, spacing 1.05 x limit: sample gap 5e-14, true gap 2.000 (mean intensity 1)
2D contacts, period 500 nm, 14 x 14 samples, spacing 35.714 nm: error 3.9e-16
2D: largest component outside the disc 3.5e-18
effects left out (rough process values), change of space width:
  unpolarized vector image, resist index 1.7: +2.720 nm, max intensity change 0.0338, beyond band 5e-17
  defocus 40 nm in resist: +1.343 nm, max intensity change 0.0199, beyond band 7e-17
  acid diffusion length 8 nm: +0.790 nm, max intensity change 0.0112, beyond band 1e-16
  mask edges moved in by 2 nm each: -4.087 nm, max intensity change 0.0313, beyond band 2e-16
  source grid twice as fine: -0.2451 nm
standing wave, 0.5 % reflectivity: peak intensity change 14.6 % (normal incidence)
laser bandwidth 0.3 pm: spread of sampling limit 5.6e-05 nm
acid 1-exp(-I): largest harmonic beyond band 6.9e-04
  rebuild I, then acid: error 3.3e-15
  rebuild acid from its own samples: error 2.9e-03
finished without a failed check
```
